# Tensile Misfit from Grain Growth in a Clamped Columnar Film: verification in Python

```python
"""Tensile misfit produced by grain growth in a clamped columnar film.

Result under test: misfit = excess * (1/L0 - 1/L), where
  excess : extra in-plane width of one grain boundary (Delta a)
  L0, L  : boundary spacing before and after growth, in the clamped film
  misfit : (clamped side - stress-free side) / clamped side
The film is stress-free at L0; positive misfit means tension.
The atomic chain uses reduced units: Morse length = 1, Morse depth = 1.
"""
import numpy as np


def misfit_formula(excess, start_size, final_size):
    return excess * (1.0 / start_size - 1.0 / final_size)


# --- Atomic chain: excess width and tension come from force balance ---
MORSE_RANGE = 4.0
BOUNDARY_DEPTH = 0.6
BOUNDARY_LENGTH = 1.15


def morse_derivatives(distance, crosses_boundary):
    depth = np.where(crosses_boundary, BOUNDARY_DEPTH, 1.0)
    rest = np.where(crosses_boundary, BOUNDARY_LENGTH, 1.0)
    decay = np.exp(-MORSE_RANGE * (distance - rest))
    first = 2 * depth * MORSE_RANGE * decay * (1 - decay)
    second = 2 * depth * MORSE_RANGE**2 * decay * (2 * decay - 1)
    return first, second


def relax_chain(atoms, boundaries, clamped_length=None):
    """Relax a periodic chain; return its length and its tension."""
    near_cross = np.zeros(atoms, dtype=bool)
    if boundaries:
        assert atoms % boundaries == 0
        near_cross[::atoms // boundaries] = True
    far_cross = near_cross | np.roll(near_cross, -1)
    gaps = np.where(near_cross, BOUNDARY_LENGTH, 1.0)
    if clamped_length is not None:
        gaps = gaps * clamped_length / gaps.sum()
    index = np.arange(atoms)
    following = (index + 1) % atoms
    tension = 0.0
    for _ in range(40):
        f1, k1 = morse_derivatives(gaps, near_cross)
        f2, k2 = morse_derivatives(gaps + np.roll(gaps, -1), far_cross)
        gradient = f1 + f2 + np.roll(f2, 1)
        hessian = np.diag(k1 + k2 + np.roll(k2, 1))
        hessian[index, following] += k2
        hessian[following, index] += k2
        if clamped_length is None:
            step = np.linalg.solve(hessian, -gradient)
        else:
            system = np.zeros((atoms + 1, atoms + 1))
            system[:atoms, :atoms] = hessian
            system[:atoms, -1] = -1.0
            system[-1, :atoms] = 1.0
            right = np.append(-gradient, clamped_length - gaps.sum())
            solution = np.linalg.solve(system, right)
            step, tension = solution[:-1], solution[-1]
        gaps = gaps + step
        if np.max(np.abs(step)) < 1e-12:
            break
    f1, _ = morse_derivatives(gaps, near_cross)
    f2, _ = morse_derivatives(gaps + np.roll(gaps, -1), far_cross)
    residual = f1 + f2 + np.roll(f2, 1) - tension
    assert np.max(np.abs(residual)) < 1e-9
    return gaps.sum(), tension


perfect_length, _ = relax_chain(120, 0)
one_boundary_length, _ = relax_chain(120, 1)
chain_excess = one_boundary_length - perfect_length
assert chain_excess > 0
probe = 1e-4
_, pulled = relax_chain(120, 0, perfect_length * (1 + probe))
_, pushed = relax_chain(120, 0, perfect_length * (1 - probe))
chain_modulus = (pulled - pushed) / (2 * probe)

chain_rows = []
for count_before, count_after in ((24, 12), (12, 6)):
    old_length, _ = relax_chain(480, count_before)
    new_length, _ = relax_chain(480, count_after)
    measured = (old_length - new_length) / old_length
    predicted = misfit_formula(chain_excess, old_length / count_before,
                               old_length / count_after)
    assert abs(measured - predicted) < 1e-8
    _, tension = relax_chain(480, count_after, old_length)
    assert tension > 0
    linear_tension = chain_modulus * predicted
    error = tension / linear_tension - 1
    chain_rows.append((480 // count_before, 480 // count_after, measured,
                       predicted, tension, linear_tension, error))
# The linear law omits boundary compliance and anharmonicity, both of
# relative order 1/L, so its error is finite and halves with doubled grains.
error_ratio = chain_rows[1][-1] / chain_rows[0][-1]
assert abs(chain_rows[0][-1]) < 0.08
assert 0.4 < error_ratio < 0.6

# --- Round model parameters of the worked example ---
excess = 0.1          # nm
start_size = 20       # nm
final_size = 100      # nm
side = 2000.0         # nm
young = 150.0         # GPa
poisson = 0.25


# --- Boundary counts from a pixel map of square grains ---
def count_boundaries(grain_size, map_side=200):
    cell = np.arange(map_side) // grain_size
    labels = cell[:, None] * map_side + cell[None, :]
    x_faces = np.count_nonzero(labels != np.roll(labels, 1, axis=0))
    y_faces = np.count_nonzero(labels != np.roll(labels, 1, axis=1))
    per_line = x_faces / map_side**2
    per_volume = (x_faces + y_faces) / map_side**2
    return per_line, per_volume


line_before, density_before = count_boundaries(start_size)
line_after, density_after = count_boundaries(final_size)
for size, line, density in ((start_size, line_before, density_before),
                            (final_size, line_after, density_after)):
    assert abs(line - 1 / size) < 1e-12
    assert abs(density - 2 / size) < 1e-12
released_area = excess * (density_before - density_after)
misfit = misfit_formula(excess, start_size, final_size)
assert abs(released_area / 2 - misfit) < 1e-12


# --- Stress-free side from conservation of the total crystal area ---
def released_side(new_size):
    old_count = round(side / start_size)
    new_count = round(side / new_size)
    old_grain_areas = np.full((old_count, old_count),
                              (start_size - excess)**2)
    new_grain_width = np.sqrt(old_grain_areas.sum() / new_count**2)
    return new_count * (new_grain_width + excess), new_grain_width


free_side, free_grain_width = released_side(final_size)
assert abs((side - free_side) / side - misfit) < 1e-12
exact_area_fraction = 1 - (free_side / side)**2
assert abs(exact_area_fraction - (2 * misfit - misfit**2)) < 1e-12

# Crystal strain if the boundary widths stay rigid in the clamped film.
clamped_grain_width = final_size - excess
crystal_strain = clamped_grain_width / free_grain_width - 1
assert abs(crystal_strain - misfit / (1 - excess / start_size)) < 1e-12


# --- Biaxial stress from the three-dimensional stiffness equations ---
def film_stress(strain):
    shear = young / (2 * (1 + poisson))
    lame = young * poisson / ((1 + poisson) * (1 - 2 * poisson))
    stiffness = lame * np.ones((3, 3)) + 2 * shear * np.eye(3)
    # Unknowns: in-plane stresses and normal strain; normal stress is zero.
    system = np.column_stack(([1, 0, 0], [0, 1, 0], -stiffness[:, 2]))
    answer = np.linalg.solve(system, stiffness[:, :2] @ [strain, strain])
    return answer[0], answer[2]


stress, normal_strain = film_stress(misfit)
biaxial_modulus = young / (1 - poisson)
assert abs(stress - biaxial_modulus * misfit) < 1e-10

print("WORKED EXAMPLE (round model parameters)")
print(f"boundary excess width Delta a = {excess:.3f} nm")
print(f"initial grain size L0 = {start_size} nm")
print(f"final grain size L = {final_size} nm")
print(f"clamped film side S = {side:.1f} nm")
print(f"Young modulus E = {young:.1f} GPa")
print(f"Poisson ratio nu = {poisson:.2f} (dimensionless)")
print(f"boundaries per line before growth = {side * line_before:.0f}")
print(f"boundaries per line after growth = {side * line_after:.0f}")
print(f"boundary area per volume before = {density_before:.4f} nm^-1")
print(f"boundary area per volume after = {density_after:.4f} nm^-1")
crystal_length = free_grain_width * round(side / final_size)
print(f"stress-free crystal length C = {crystal_length:.3f} nm")
print(f"stress-free side after growth = {free_side:.3f} nm")
print(f"shortfall of side = {side - free_side:.3f} nm")
print(f"misfit x = {misfit:.6f} = {100 * misfit:.4f} percent")
print(f"first-order released area fraction = {released_area:.6f}")
print(f"exact released area fraction = {exact_area_fraction:.6f}")
print(f"crystal strain, rigid boundaries = {crystal_strain:.6f}")
print(f"biaxial modulus = {biaxial_modulus:.3f} GPa")
print(f"tensile stress = {stress:.4f} GPa = {1000 * stress:.1f} MPa")
print(f"strain normal to film = {normal_strain:.6f}")
limit = excess / start_size
assert abs(misfit_formula(excess, start_size, 1e12) - limit) < 1e-12
print(f"large-grain misfit limit = {limit:.6f}")
print(f"large-grain stress limit = {film_stress(limit)[0]:.4f} GPa")
print("FINAL SIZE (nm), MISFIT (percent), STRESS (GPa)")
for size in (25, 40, 100, 200, 500):
    row_misfit = (side - released_side(size)[0]) / side
    assert abs(row_misfit - misfit_formula(excess, start_size, size)) < 1e-12
    print(f"{size:4d}  {100 * row_misfit:.4f}  "
          f"{film_stress(row_misfit)[0]:.4f}")
print("ATOMIC CHAIN (reduced units, 480 atoms)")
print(f"perfect spacing = {perfect_length / 120:.6f} Morse lengths")
print(f"relaxed boundary excess = {chain_excess:.6f} Morse lengths")
print(f"perfect-chain modulus = {chain_modulus:.4f} depth/length")
for before, after, measured, predicted, pull, linear, error in chain_rows:
    print(f"grain growth: {before} to {after} atoms per grain")
    print(f"  misfit: relaxed {measured:.8f}, formula {predicted:.8f}")
    print(f"  tension: relaxed {pull:.6f}, linear {linear:.6f} depth/length")
    print(f"  relative error of tension = {100 * error:.3f} percent")
print(f"error ratio after doubling grain sizes = {error_ratio:.4f}")
print("all tests passed")
```

Printed output:

```
WORKED EXAMPLE (round model parameters)
boundary excess width Delta a = 0.100 nm
initial grain size L0 = 20 nm
final grain size L = 100 nm
clamped film side S = 2000.0 nm
Young modulus E = 150.0 GPa
Poisson ratio nu = 0.25 (dimensionless)
boundaries per line before growth = 100
boundaries per line after growth = 20
boundary area per volume before = 0.1000 nm^-1
boundary area per volume after = 0.0200 nm^-1
stress-free crystal length C = 1990.000 nm
stress-free side after growth = 1992.000 nm
shortfall of side = 8.000 nm
misfit x = 0.004000 = 0.4000 percent
first-order released area fraction = 0.008000
exact released area fraction = 0.007984
crystal strain, rigid boundaries = 0.004020
biaxial modulus = 200.000 GPa
tensile stress = 0.8000 GPa = 800.0 MPa
strain normal to film = -0.002667
large-grain misfit limit = 0.005000
large-grain stress limit = 1.0000 GPa
FINAL SIZE (nm), MISFIT (percent), STRESS (GPa)
  25  0.1000  0.2000
  40  0.2500  0.5000
 100  0.4000  0.8000
 200  0.4500  0.9000
 500  0.4800  0.9600
ATOMIC CHAIN (reduced units, 480 atoms)
perfect spacing = 0.990857 Morse lengths
relaxed boundary excess = 0.153732 Morse lengths
perfect-chain modulus = 32.9377 depth/length
grain growth: 20 to 40 atoms per grain
  misfit: relaxed 0.00384890, formula 0.00384890
  tension: relaxed 0.122746, linear 0.126774 depth/length
  relative error of tension = -3.177 percent
grain growth: 40 to 80 atoms per grain
  misfit: relaxed 0.00193188, formula 0.00193188
  tension: relaxed 0.062615, linear 0.063632 depth/length
  relative error of tension = -1.599 percent
error ratio after doubling grain sizes = 0.5031
all tests passed
```
